# Luminescence decay fits: when surface velocity and diffusivity stay correlated

## What dimensions already decide

Light creates carriers in a film of thickness $L$. They diffuse with diffusivity $D$ (length²/time) and are lost at the surfaces with velocity $S$ (length/time). Suppose that late in the decay the surfaces remove carriers at a single rate $\Lambda$. If $\Lambda$ depends on nothing but $S$, $D$ and $L$, dimensions require

$$\Lambda=\frac{D}{L^2}\,G(h),\qquad h=\frac{SL}{2D}.$$

Multiplying $S$ and $D$ by a common factor leaves $h$ unchanged and multiplies $\Lambda$ by that factor. Differentiating with respect to the logarithm of the factor gives

$$q+\frac{\partial\ln\Lambda}{\partial\ln D}=1,\qquad q=\frac{\partial\ln\Lambda}{\partial\ln S}.$$

One measured rate cannot fix two unknowns. Small changes that leave $\Lambda$ unchanged obey $q\,\delta\ln S+(1-q)\,\delta\ln D=0$, so the tail measures locally the combination

$$S\,D^{\,p},\qquad p=\frac{1-q}{q}. \tag{1}$$

It remains to find $q$, and to see what early data add.

## The model

Electrons and holes have equal density $n$ and a common (ambipolar) diffusivity. With $u=n/n_0$ and $b=Bn_0$,

$$u_t=Du_{zz}-\frac{u}{\tau}-bu^2,\qquad u(z,0)=e^{-\alpha z}. \tag{2}$$

Here $\tau$ is the bulk lifetime, $B$ the radiative coefficient and $\alpha$ the pump absorption. Both surfaces have the same $S$: $Du_z=Su$ at $z=0$ and $-Du_z=Su$ at $z=L$. Emission needs an electron and a hole, so with uniform light collection the signal is $I(t)\propto\int_0^L u^2dz$. Its amplitude is free and the background is known, as are $L$, $\alpha$, $B$ and $n_0$. The lifetime $\tau$ is known unless stated otherwise.

The example uses round parameters: $L=3$ µm, $S=5000$ cm/s, $D=0.5$ cm²/s, $\tau=500$ ns, $\alpha=4\times10^4$ cm⁻¹, $n_0=10^{17}$ cm⁻³ and $B=10^{-10}$ cm³/s. In micrometres and nanoseconds, $S=0.05$, $D=0.05$ and $b=0.01$ ns⁻¹, so $h=0.05\times3/(2\times0.05)=1.5$.

## Two cells, by hand

Cut the film into two cells of width $d=L/2$ with mean densities $u_1,u_2$. The flux between their centres is $D(u_1-u_2)/d$. Divided by the cell width, this gives the exchange rate $k=D/d^2=4D/L^2$.

At the outer face the unknown surface value $u_s$ follows from equating diffusion over half a cell to surface loss:

$$\frac{D(u_1-u_s)}{d/2}=Su_s\;\Rightarrow\;u_s=\frac{u_1}{1+Sd/2D},\qquad \text{outflow}=\frac{Su_1}{1+Sd/2D}. \tag{3}$$

Dividing the outflow by $d=L/2$ gives the loss rate

$$\Lambda_2=\frac{2S/L}{1+SL/4D},\qquad \frac1{\Lambda_2}=\frac{L}{2S}+\frac{L^2}{8D}.$$

The two times add: carriers must reach a surface and then be captured there. Numerically, $1/\Lambda_2=30+22.5=52.5$ ns.

Leave out $bu^2$ for the moment. Then

$$\dot u_1=-(\Lambda_2+1/\tau)u_1+k(u_2-u_1),$$

and likewise with the indices exchanged. The sum $u_1+u_2$ decays at $\lambda_+=\Lambda_2+1/\tau$, because exchange cancels. The difference decays at $\lambda_-=\lambda_++2k$. If all carriers start in cell 1, sum and difference start equal. Since $u_1^2+u_2^2=\frac12[(u_1+u_2)^2+(u_1-u_2)^2]$,

$$\ln I=\text{const}-2\lambda_+t+\ln\!\left(1+e^{-16Dt/L^2}\right). \tag{4}$$

In this two-cell model the last term contains $D$ without $S$. It describes carriers spreading away from the front, and it fades at the rate $16D/L^2=0.089$ ns⁻¹. While it is visible, the curve carries two pieces of information. After it has gone there remains a straight line of slope $-2\lambda_+$, whose height is absorbed by the free amplitude.

**One implicit step.** Explicit stepping would be limited by the fastest exchange between cells. Instead, for $\dot u=f(u)$, take a trapezoidal stage to the fraction $\gamma$ of the step $\Delta t$:

$$m=u+\tfrac{\gamma\Delta t}{2}[f(u)+f(m)].$$

Then pass a parabola through the old value $u$, the middle value $m$ and the new value $v$, and require its end slope to be $f(v)$. The derivatives of the three Lagrange polynomials at the end give

$$\frac{1-\gamma}{\gamma}u-\frac{m}{\gamma(1-\gamma)}+\frac{2-\gamma}{1-\gamma}v=\Delta t\,f(v).$$

Multiplying by $(1-\gamma)/(2-\gamma)$,

$$v-\frac{1-\gamma}{2-\gamma}\Delta t\,f(v)=\frac{m-(1-\gamma)^2u}{\gamma(2-\gamma)}. \tag{5}$$

Both stages have the same implicit coefficient if $\gamma/2=(1-\gamma)/(2-\gamma)$, that is $\gamma^2-4\gamma+2=0$. The root below one is $\gamma=2-\sqrt2$. This is the TR-BDF2 scheme.

For $f=-\lambda u$ and $r=\gamma\lambda\Delta t/2$, one step multiplies $u$ by

$$R=\frac{1}{1+r}\left[1.2071\,\frac{1-r}{1+r}-0.2071\right].$$

As $\lambda\Delta t\to\infty$, $R\to0$: unresolved fast modes may change sign from step to step, but they die out within a few steps instead of ringing on. For the sum mode, $\lambda_+=1/52.5+1/500=0.02105$ ns⁻¹. A 10 ns step has $r=0.0617$ and $R=0.8099$, against the exact factor $e^{-0.2105}=0.8102$.

## The exact tail of a continuous film

Two cells show the spreading stage and the tail, but with rough coefficients. In a continuous film the rate at which the spreading stage fades also depends on $S$, because all the roots found below do. In the example it is twice the gap between the two lowest rates, 0.17 ns⁻¹, about double the two-cell value. For the continuous linear film let $y=z-L/2$ and seek modes with $\phi''=-\beta^2\phi$ and $x=\beta L/2$. The even mode $\cos\beta y$ must satisfy $D\beta\sin x=S\cos x$. The odd mode $\sin\beta y$ must satisfy $-D\beta\cos x=S\sin x$. Hence

$$x\tan x=h\ \text{(even)},\qquad -x\cot x=h\ \text{(odd)},\qquad \lambda=\frac1\tau+\frac{4Dx^2}{L^2}. \tag{6}$$

Two different modes are orthogonal, since

$$(\beta_k^2-\beta_j^2)\int\phi_k\phi_j\,dy=[\phi_k\phi_j'-\phi_j\phi_k']=0.$$

The bracket vanishes because both modes have the same ratio $\phi'/\phi$ at each surface. With normalized modes and initial coefficients $c_k$, the integral of $u^2$ has no cross terms: $I\propto\sum_kc_k^2e^{-2\lambda_kt}$.

The lowest even root gives $\Lambda=4Dx^2/L^2$. Differentiating $\ln h=\ln x+\ln\tan x$,

$$\frac{d\ln h}{d\ln x}=1+\frac{x}{\sin x\cos x}=1+\frac{2x}{\sin2x}\equiv\frac1g .$$

Since $d\ln h=d\ln S-d\ln D$ and $d\ln\Lambda=d\ln D+2g\,d\ln h$, we find $q=2g$, and the $D$ exponent is $1-2g$, as the sum rule demands. Equation (1) becomes

$$p=\frac{1-2g}{2g}=\frac12\left(\frac{2x}{\sin2x}-1\right). \tag{7}$$

*Slow surfaces, $h\ll1$.* Here $x^2\approx h$ and $2x/\sin2x\approx1+2x^2/3$, so $p\approx h/3$. The tail measures $S$ and hardly senses $D$. Keeping the next term, $x^2+x^4/3=h$ gives $1/x^2\approx1/h+1/3$, and $1/\Lambda\approx L/2S+L^2/12D$.

*Fast surfaces, $h\gg1$.* Here $x\to\pi/2$, $\Lambda\to\pi^2D/L^2$ and $p\to\infty$. The tail measures $D$; increasing $S$ further no longer helps carriers to arrive.

The interpolation $1/\Lambda\approx L/2S+L^2/(\pi^2D)$ has the correct leading term at both ends. For $h$ between $10^{-3}$ and $10^3$ its largest relative error is about 5%. In the example it gives $30.0+18.2=48.2$ ns, while $x=0.988$ gives the exact 46.1 ns. Equation (7) gives $p=0.576$, and solving for $S$ at constant $\Lambda$ after a small change in $D$ gives the same value.

## The general algorithm

**Solver.** Use $N$ cells of width $d=L/N$, with exchange rate $D/d^2$ between neighbours and outflow (3) at the ends. Each stage requires $v-af(v)=r$ with $a=\gamma\Delta t/2$ and a known vector $r$. From a guess $v_*$, one Newton step solves the tridiagonal system

$$[1-af'(v_*)]\,\delta=r-v_*+af(v_*),\qquad v=v_*+\delta.$$

The guess is the density at the start of that stage. For a resolved solution $\delta$ is of order $\Delta t$, so the neglected term, of order $ab\delta^2$, is of order $\Delta t^3$ per step. This preserves second-order accuracy. Bins widen with time, and Simpson's rule integrates $I$ over each.

**Fit.** The parameters are $\theta=(\ln S,\ln D,\ln A)$, plus $\ln\tau$ if it is free. Counts $y_j$ are Poisson distributed with means $\mu_j=As_j+\text{background}$. The log-likelihood is $\sum_j(y_j\ln\mu_j-\mu_j)$ up to a constant. With $J_{ja}=\partial\mu_j/\partial\theta_a$, its gradient is $\sum_jJ_{ja}(y_j-\mu_j)/\mu_j$. Taking the mean of minus its second derivative removes the terms proportional to $y_j-\mu_j$ and leaves

$$F_{ab}=\sum_j\frac{J_{ja}J_{jb}}{\mu_j}. \tag{8}$$

The parameter step is $F^{-1}$ times the gradient. It is shortened if any logarithm would change by more than 0.7, and halved whenever it would raise the deviance $2\sum_j[\mu_j-y_j+y_j\ln(y_j/\mu_j)]$.

**Correlation.** Split $F$ into the block $F_{pp}$ for $(\ln S,\ln D)$, the nuisance block $F_{nn}$ and the mixed blocks. For each change of $S$ and $D$, the nuisance parameters readjust to reduce the misfit as far as they can. Minimizing the quadratic form over them leaves

$$F_{\rm eff}=F_{pp}-F_{pn}F_{nn}^{-1}F_{np}. \tag{9}$$

The inverse of $F_{\rm eff}$ is the local covariance. The eigenvector of $F_{\rm eff}$ with the largest eigenvalue gives the best-measured combination $S D^p$ in these logarithmic coordinates.

For a single-exponential tail this can be done by hand. The logarithmic derivatives of the signal are constants plus $-2\Lambda qt$ for $S$ and $-2\Lambda(1-q)t$ for $D$. The amplitude removes each constant by subtracting a weighted mean. With weights $w_j=(As_j)^2/\mu_j$,

$$F_{\rm eff}=4\Lambda^2\sum_jw_j(t_j-\bar t)^2\begin{pmatrix}q^2&q(1-q)\\q(1-q)&(1-q)^2\end{pmatrix}. \tag{10}$$

Its determinant is zero: more photons reduce the error of $\Lambda$ but do not separate $S$ from $D$. If $\tau$ is also free, its derivative is again a constant plus a multiple of $t$. Removing it leaves zero information on $\Lambda$ itself, because the tail gives just $\Lambda+1/\tau$.

## Reading the numerical example

The solver was compared with an independent expansion in 40 modes that includes $bu^2$. From 0.5 ns onward the largest relative difference in $I$ was 0.12%. It fell to 0.03% when cell widths and time steps were both halved, the factor of four expected at second order.

Synthetic data came from the mode expansion, with Poisson noise, $10^6$ signal counts and a background of 20 counts/ns. The full gate starts at 0.64 ns and ends at 200 ns. Starting points $(S,D)=(1500,1.5)$ and $(15000,0.2)$, in cm/s and cm²/s, led to the same optimum:

$$S=4994\pm12\ \text{cm/s},\qquad D=0.501\pm0.004\ \text{cm}^2/\text{s}.$$

The deviance was 89 for 74 degrees of freedom, an excess of $15/\sqrt{2\times74}\approx1.2$ standard deviations.

The predicted relative errors are 0.23% for $S$ and 0.85% for $D$, with correlation $\rho=-0.57$. Forty noisy refits gave 0.26%, 0.94% and $-0.64$, consistent with their sampling uncertainty. The best combination is $SD^{0.16}$, not the tail's $SD^{0.58}$, since early data contribute as well.

**The late gate.** Starting at 62 ns keeps 3.3% of the signal counts. The correlation becomes $-1.000000$ and the best exponent 0.577, close to the linear prediction 0.576. The formal errors exceed 2700% for $S$ and 4700% for $D$. These are not usable error bars, since the local expansion fails long before such changes. They signal a direction that is practically unmeasured.

A finite displacement confirms this. Hold $D$ at twice its true value, refit $S$ and $A$, and use noise-free data. The late gate chooses $S=3912$ cm/s, while constant $\Lambda$ predicts 3914 cm/s. The deviance rises by 0.0002 in the late gate and by about 7000 in the full gate. The local power law would have predicted $5000\times2^{-0.576}\approx3350$ cm/s: the valley is curved, and (1) gives its local slope.

**A free lifetime.** In the full gate, freeing $\tau$ raises the error of $S$ from 0.23% to 1.26%, but that of $D$ just from 0.85% to 0.96%. The correlation changes sign, to $+0.37$. The tail now constrains the sum of surface and bulk rates, and $S$ bears most of the cost.

**Other surfaces.** With $D$, $\tau$, gate and signal counts held fixed, the full-gate results are:

| $S$ (cm/s) | error of $S$ | error of $D$ | $\rho$ |
|---:|---:|---:|---:|
| 200 | 1.2% | 0.9% | $+0.78$ |
| 5000 | 0.23% | 0.85% | $-0.57$ |
| 200000 | 54% | 1.6% | $-0.99$ |

At the highest velocity, transport limits the loss and $S$ is poorly determined even with early data. For slower surfaces than in the table the error of $D$ stays near 0.9%, while that of $S$ grows to 4.5% at 50 cm/s and 22% at 10 cm/s. The 1.2% at 200 cm/s relies on a known $\tau$; freeing $\tau$ raises it to 27%. The positive correlation at 200 cm/s shows that the tail law does not fix the sign for the full gate. There the early shape, the amplitude and the tail act together.

## How far a real film can move the answer

The parameters lie roughly in the regime of a thick lead-halide perovskite film with poor surfaces; well-passivated films can have much smaller $S$. The statistical errors above assume that model (2) is true. To size the omissions, data containing one extra effect at a time were fitted with the unchanged model. "Misfit" is the remaining deviance without noise; noise adds about 74.

| Effect omitted from the fit | shift of $S$ | shift of $D$ | misfit |
|---|---:|---:|---:|
| back $S$ half the front $S$ (shift relative to the front $S$) | $-15\%$ | $-35\%$ | 895 |
| emission absorbed at 2000 cm⁻¹ | $+22\%$ | $-21\%$ | 35 |
| doping $10^{14}$ cm⁻³ | $-3\%$ | $-6\%$ | 73 |
| time zero wrong by 0.05 ns | $-1.3\%$ | $+2.6\%$ | 12 |
| $n_0$ 20% above assumed | $+0.7\%$ | $-0.8\%$ | 0.1 |

Unequal surfaces cause the largest shift in the table. At this ratio and number of counts the misfit exposes them; a milder imbalance is harder to see. Reabsorption is more treacherous. It moves both parameters by over 20%, while its misfit is less than three times the noise spread of the deviance, $\sqrt{148}\approx12$. This estimate attenuates light leaving through the front and does not return absorbed photons as new carriers. A crude version of recycling, returning 90% of the emitted photons uniformly through the film, changes the shifts to $+17\%$ and $-18\%$ and lowers the misfit to 12.

Doping matters because the carrier density falls. Initially $\int u^2dz\approx1/2\alpha=0.125$ µm. At 100 ns the signal is 0.00083 of its initial value, so the root-mean-square density is $10^{17}\sqrt{0.00083\times0.125/3}\approx6\times10^{14}$ cm⁻³. A doping of $10^{14}$ cm⁻³ is then no longer negligible. Dropping the late data hides the bias without removing it: a gate ending at 30 ns gives shifts of $-2\%$ and $+4\%$ with a misfit of 0.3. A doping of $10^{15}$ cm⁻³ shifts the full-gate values by $-25\%$ and $-31\%$.

Auger recombination with a rough coefficient of $10^{-28}$ cm⁶/s, and a timing response of 0.1 ns standard deviation, each shift the parameters by less than 0.3%. Initial degeneracy is weak: $n_0$ is 4% of the band's effective density of states for an assumed mass of 0.2 electron masses at 300 K. Equal electron and hole densities presume a Debye length well below $L$. For a relative permittivity of 25 it grows to about 0.2 µm at 100 ns and 0.6 µm at 200 ns, so the assumption weakens late in the gate if the two carriers move or are captured differently. Carriers spread sideways by about 6 µm in 200 ns, so the illuminated spot must be much wider. Trap filling and a density-dependent $S$ are not sized here, and either would change the meaning of a constant $\tau$ or $S$.

For a film described by this model, separating $S$ from $D$ with a single decay curve therefore requires, in practice, data from the spreading stage and surfaces that are neither deep in the transport limit nor so slow that they remove few carriers within the gate. Tails from two films of different thickness can also separate them, provided $\tau$ is known, $S$ and $D$ are the same in both films, and the films differ clearly in $q$, the share of surface capture against transport. With $\tau$ unknown, two tails cannot fix three unknowns. The errors found here also assume a known initial depth profile. When just the single-exponential tail is available and $\tau$ is known, the supportable result is $\Lambda$, with its curve of allowed $(S,D)$ pairs. The numerical output follows.

## Calculated quantities

```
L 3.0 um; pump absorption 40000 /cm; tau 500 ns
True S 5000 cm/s; true D 0.50 cm^2/s
n0 1.0e+17 /cm^3; B 1.0e-10 cm^3/s; B n0 0.0100 /ns
Absorbed photons 2.50e+12 /cm^2
Signal 1.0e+06 counts; background 20 /ns
Bins 80, of which full gate 77, late gate 23
First bin starts: full 0.635 ns, late 61.87 ns; end 200 ns
Share of signal counts in late gate 3.26 %
PL(1 ns)/PL(0) 0.47434
PL(10 ns)/PL(0) 0.08840
PL(60 ns)/PL(0) 0.00559
PL(100 ns)/PL(0) 0.00083
Solver max error: linear 0.1220 %, nonlinear 0.1235 %
Nonlinear error, cells and steps halved in size 0.0307 %
h = SL/2D 1.500; root x 0.98824; tail exponent p 0.5755
p by root finding 0.5755; p from linear solver 0.5754
Surface lifetime: exact 46.08 ns, interpolated 48.24 ns
Its parts: L/2S 30.00 ns, L^2/(pi^2 D) 18.24 ns
Largest interpolation error over all h 5.06 %
Fitted S 4994.0 cm/s, error 11.7 cm/s
Fitted D 0.50140 cm^2/s, error 0.00427 cm^2/s
Fit deviance 89.2; degrees of freedom 74
Grid bias: S -0.0008 %, D -0.0093 %
Full gate, tau known: sd S 0.234 %, sd D 0.852 %, rho -0.568020, p 0.1643
Full gate, tau free: sd S 1.258 %, sd D 0.964 %, rho 0.367406, p -1.9708
Late gate, tau known: sd S 2748.506 %, sd D 4765.369 %, rho -1.000000, p 0.5768
40 noisy fits: sd S 0.256 %, sd D 0.943 %, rho -0.639
D doubled: late refit S 3912.3 cm/s, constant-rate S 3914.3 cm/s
D doubled: deviance rise late 0.00019, full 6989.0
S 200 cm/s, full gate: sd S 1.183 %, sd D 0.892 %, rho 0.781
S 5000 cm/s, full gate: sd S 0.234 %, sd D 0.852 %, rho -0.568
S 200000 cm/s, full gate: sd S 53.699 %, sd D 1.640 %, rho -0.993
Omitted reabsorption 2000 /cm: S +22.23 %, D -21.11 %, misfit 34.6
Omitted Auger 1e-28 cm^6/s: S +0.03 %, D -0.05 %, misfit 0.0
Omitted doping 1e14 /cm^3: S -3.15 %, D -6.33 %, misfit 72.9
Omitted back S half of front S: S -14.75 %, D -34.65 %, misfit 894.5
Omitted n0 20% above assumed: S +0.69 %, D -0.80 %, misfit 0.1
Omitted response sigma 0.1 ns: S +0.12 %, D -0.23 %, misfit 0.3
Omitted time zero off 0.05 ns: S -1.28 %, D +2.61 %, misfit 12.2
n0/band density (mass 0.2, 300 K) 0.0446
Lateral spread sqrt(4Dt) at 200 ns 6.32 um
Spread-out density 8.33e+15 /cm^3; Debye length (permittivity 25) 46.3 nm
```
